Strain Hamiltonian and splitting of the Γ8 valence edge

Consider a cubic crystal of diamond or zinc-blende structure whose valence edge at k = 0 is a fourfold degenerate level, called Γ8. Its four states transform under rotations like the states of an angular momentum J = 3/2. Spin-orbit coupling separates them by an energy Δ from a doublet, the split-off states, which behave like J = 1/2 and are taken here to lie lower.

The crystal is now strained homogeneously: a point r moves to r + e r, with a small symmetric matrix e_ij. These are tensor components, so e_xy is half of the engineering shear angle. Energies are electron energies, so a positive shift moves a valence state up. The matrices J_x, J_y, J_z are the 4×4 spin-3/2 matrices, with J_x² + J_y² + J_z² = 15/4, and

{A,B} = (AB + BA)/2.

Sums over i<j count each pair of axes once. Except in part (g), the strain shifts are taken to be small compared with Δ and are kept to first order in e.

**(a) Let Q_ij be a real symmetric tensor that is unchanged by inversion and by time reversal. Find the most general Hermitian 4×4 matrix that is linear in Q and respects the cubic symmetry.**

Solution. There are 16 independent Hermitian 4×4 matrices. Under rotations they form tensors of rank 0, 1, 2 and 3, since these are the ranks contained in the product of two spins 3/2, and 1 + 3 + 5 + 7 = 16. A tensor of rank r is a symmetrized polynomial of degree r in the J_i. Time reversal changes the sign of every J_i, so ranks 1 and 3 are odd. As Q is even, the odd matrices cannot appear with real coefficients linear in Q. What remains is the unit matrix and the five matrices of rank 2: the three {J_i,J_j} with i<j, and the J_i² − 5/4, of which two are independent because their sum is zero.

Next come the half-turns about the cubic axes. A half-turn about z reverses J_x and J_y. Hence {J_x,J_y} is even under the half-turn about z and odd under those about x and y. Among the components of Q, only Q_xy has this pattern; the diagonal components are even under all three. So {J_x,J_y} multiplies Q_xy alone. The threefold rotations about [111] permute the axes cyclically and give all three off-diagonal terms the same coefficient.

The unit matrix and the J_i² − 5/4 are even under all half-turns, so they multiply diagonal components. The remaining cubic operations permute x, y, z in every way. The unit matrix must therefore multiply Q_xx + Q_yy + Q_zz = Tr Q. For the others, write

Σ_ij M_ij (J_i² − 5/4) Q_jj.

Because Σ_i (J_i² − 5/4) = 0, a constant may be added to any column of M without effect; fix it by making each column sum zero. M is then unique, and permutation symmetry requires M_ii = p and M_ij = q for i ≠ j. Splitting M_ij = q + (p − q)δ_ij, the q part vanishes by the same identity, leaving (p − q) Σ_i (J_i² − 5/4) Q_ii. The result has three real constants:

H(Q) = A Tr Q + B Σ_i (J_i² − 5/4) Q_ii + C Σ_{i<j} {J_i,J_j} Q_ij.

Zinc blende lacks inversion, and its quarter-turns are combined with inversion. Since Q and the products of J (an axial vector) are unchanged by inversion, the same three terms result. Time reversal is needed, however: the rank-3 matrix {J_x, J_y² − J_z²} behaves under the cubic rotations like Q_yz and would otherwise supply a fourth constant. A numerical count of the allowed couplings gives 4 with rotations alone and 3 with time reversal added.

**(b) Use the result for the k² part of the valence-band Hamiltonian and for strain, and state the correspondence between the two.**

Solution. Without a magnetic field the products k_i k_j form a symmetric tensor, even under inversion and time reversal. With Q_ij = k_i k_j, in atomic units, the three constants are conventionally named through the Luttinger parameters γ1, γ2, γ3:

H_L = −γ1 k²/2 + γ2 Σ_i (J_i² − 5/4) k_i² + 2γ3 Σ_{i<j} {J_i,J_j} k_i k_j.

The factor 2 in the last term is chosen so that γ2 = γ3 gives an isotropic band. Indeed

(k·J)² = Σ_i k_i² J_i² + 2 Σ_{i<j} {J_i,J_j} k_i k_j,

so for γ2 = γ3 the last two terms combine into γ2[(k·J)² − 5k²/4].

Strain has the same symmetry. With Q_ij = e_ij and the conventional names a, b, d for the deformation potentials,

H = a Tr e − b Σ_i (J_i² − 5/4) e_ii − (2d/√3) Σ_{i<j} {J_i,J_j} e_ij.

Comparing coefficients gives the correspondence

k_i k_j → e_ij, −γ1/2 → a, γ2 → −b, γ3 → −d/√3.

It transfers the form and not the values: γ1, γ2, γ3 describe motion in the unstrained crystal, while a, b, d are energies per unit strain and must be found separately. The isotropic case γ2 = γ3 corresponds to d = √3 b.

**(c) Suppose the edge is built from three p-like orbitals x, y, z, with strain matrix elements V_xx = l e_xx + m(e_yy + e_zz), V_xy = n e_xy, and cyclic permutations. Express a, b, d through l, m, n.**

Solution. Let L_i be the L = 1 matrices in the basis x, y, z, with elements (L_i)_jk = −i ε_ijk. Multiplying two of them gives

(L_i L_j)_pq = δ_ij δ_pq − δ_iq δ_jp.

For i = j this reads |i⟩⟨i| = 1 − L_i². For i ≠ j, symmetrizing gives |i⟩⟨j| + |j⟩⟨i| = −2{L_i,L_j}. Since V_ii = (l − m)e_ii + m Tr e,

V = m Tr e + (l − m) Σ_i (1 − L_i²) e_ii − 2n Σ_{i<j} {L_i,L_j} e_ij.

Write L_i² = (L_i² − 2/3) + 2/3. The terms proportional to Tr e then add up to m + (l − m)/3 = (l + 2m)/3, so

V = [(l + 2m)/3] Tr e − (l − m) Σ_i (L_i² − 2/3) e_ii − 2n Σ_{i<j} {L_i,L_j} e_ij.

Now add spin and keep only the J = 3/2 states. The matrices L_i² − 2/3 and {L_i,L_j} are components of one rank-2 tensor. By the Wigner–Eckart theorem, their projections are proportional to J_i² − 5/4 and {J_i,J_j} with one common factor. The state with J_z = 3/2 has L_z = 1 and spin up; there L_z² − 2/3 = 1/3 and J_z² − 5/4 = 1. The factor is therefore 1/3. Comparison with H in part (b) gives

a = (l + 2m)/3, b = (l − m)/3, d = n/√3.

So a is the mean shift of the three orbitals per unit of Tr e, b measures how differently an orbital responds to stretching along and across its axis, and d measures how shear mixes two orbitals.

**(d) Find the energy levels of H for an arbitrary strain.**

Solution. Define five matrices:

G1 = (2/√3){J_y,J_z}, G2 = (2/√3){J_z,J_x}, G3 = (2/√3){J_x,J_y},
G4 = (J_x² − J_y²)/√3, G5 = J_z² − 5/4.

Order the basis as J_z = 3/2, 1/2, −1/2, −3/2. The raising matrix J₊ = J_x + iJ_y has the elements √3, 2, √3 between neighbours, and J₋ is its adjoint.

G5 is diagonal with entries 1, −1, −1, 1.

For G3 and G4 use J₊² = J_x² − J_y² + 2i{J_x,J_y}. Then J_x² − J_y² = (J₊² + J₋²)/2 and {J_x,J_y} = (J₊² − J₋²)/(4i). The nonzero elements of J₊² are 2√3, from −1/2 to 3/2 and from −3/2 to 1/2. Hence these two elements are 1 in G4 and −i in G3.

For G2, the element of {J_z,J_x} from m to m+1 is (m + 1/2) times that of J_x. The factors m + 1/2 are 1, 0, −1 from the top of the basis down, and the outer elements of J_x are √3/2. So G2 has the elements 1, 0, −1. Those of J_y carry an extra factor −i, so G1 has −i, 0, i.

Group the basis into the pairs (3/2, 1/2) and (−1/2, −3/2). With the first Pauli matrix acting between the pairs and the second within a pair, these matrices are

G1 = σz⊗σy, G2 = σz⊗σx, G3 = σy⊗1, G4 = σx⊗1, G5 = σz⊗σz.

Each squares to the unit matrix. Any two anticommute, because in each pair of products one factor anticommutes and the other commutes: for G1, G2, G5 among themselves it is the second factor that anticommutes, and in every other case it is the first.

The diagonal strain terms must be written in these matrices. The sum of J_x² − 5/4 and J_y² − 5/4 is −G5, and their difference is √3 G4. Therefore

J_x² − 5/4 = −G5/2 + (√3/2)G4, J_y² − 5/4 = −G5/2 − (√3/2)G4,

and

H − a Tr e = −b[(√3/2)(e_xx − e_yy) G4 + (e_zz − (e_xx + e_yy)/2) G5] − d(e_yz G1 + e_zx G2 + e_xy G3).

On squaring, the cross terms cancel by anticommutation, leaving (H − a Tr e)² = R² times the unit matrix, where

R² = b²[(3/4)(e_xx − e_yy)² + (e_zz − (e_xx + e_yy)/2)²] + d²(e_xy² + e_yz² + e_zx²).

To make the bracket symmetric, set u = e_xx − e_yy, v = e_yy − e_zz, w = e_zz − e_xx, so that u + v + w = 0. The second term in the bracket is (w − v)²/4. Using (w − v)² = 2w² + 2v² − (w + v)² = 2w² + 2v² − u², the bracket becomes

3u²/4 + (2w² + 2v² − u²)/4 = (u² + v² + w²)/2.

Each eigenvalue of H − a Tr e is thus R or −R. The trace of this matrix is zero, so each value occurs twice:

E = a Tr e ± R,

splitting = 2R = 2 √{ (b²/2)[(e_xx − e_yy)² + (e_yy − e_zz)² + (e_zz − e_xx)²] + d²(e_xy² + e_yz² + e_zx²) }.

If engineering shears 2e_ij are used instead, d² is replaced by d²/4.

**(e) Examine pure dilation, tetragonal strain and equal shears. Can the splitting also be obtained by replacing k² with Tr e in the Luttinger dispersion?**

Solution. For pure dilation all differences and shears vanish, so R = 0: the edge shifts by a Tr e and stays fourfold.

For tetragonal strain let e_xx = e_yy, no shear, and δ = e_zz − e_xx. Then H − a Tr e = −bδ G5. The doublet J_z = ±3/2 lies at −bδ, the doublet J_z = ±1/2 at +bδ, and the splitting is 2|b||δ|. If b is negative and δ positive, the ±3/2 doublet is on top.

For e_xy = e_yz = e_zx = s, with equal diagonal components, R² = 3d²s² and the splitting is 2√3|d||s|.

The answer to the last question is no. Put Q_ij = k_i k_j into R². Half the sum of squared differences of the k_i² is

Σ_i k_i⁴ − Σ_{i<j} k_i²k_j² = k⁴ − 3 Σ_{i<j} k_i²k_j².

With b² → γ2² and d² → 3γ3² this gives the Luttinger dispersion

E = −γ1k²/2 ± √[γ2²k⁴ + 3(γ3² − γ2²) Σ_{i<j} k_i²k_j²].

Here a term k_x²k_y² has two origins: the product of the diagonal components k_x² and k_y², and the square of the off-diagonal component k_x k_y. For k these are equal; for strain, e_xx e_yy and e_xy² are independent. Replacing k⁴ by (Tr e)² and k_i²k_j² by e_ij² would give a pure dilation the splitting 2|b||Tr e|, in conflict with R = 0. The analogy must be applied to the matrix, before its eigenvalues are taken.

**(f) Calculate a, b, d for a model diamond-structure crystal with p orbitals and nearest-neighbour hopping, and find the splitting for a given strain.**

The hopping is Vσ = 2 eV for orbitals along the bond and Vπ = −0.5 eV for orbitals across it, both falling as the inverse square of the bond length. The four bonds point along s = (1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1). Shear also displaces the two atoms of the cell against each other, so that, in units where the unstrained bond is s,

r = s + e s − ζu, u = 2(e_yz, e_zx, e_xy), ζ = 0.6.

Solution. At k = 0 the two atoms are coupled by the symmetric 3×3 matrix

T_ij = Σ_s (3/r²)[Vπ δ_ij + W r_i r_j/r²], W = Vσ − Vπ.

The combinations with opposite signs on the two atoms have the energy matrix −T. Without strain T = (4/3)(Vσ + 2Vπ) is positive, so these are the lower, valence states at k = 0. The model represents the symmetry and strain response of this level, not a whole valence band: with p orbitals alone the level, at −1.333 eV, is not the maximum of the lower bands. At the zone-boundary point X on the x axis, bonds with s_x = 1 and s_x = −1 contribute with opposite signs, their couplings of the x orbital cancel, and its energy is zero. All results below refer to k = 0.

Every bond has s_x s_y s_z = 1, hence s_x = s_y s_z and so on, and s·u = 2 Σ_{i<j} e_ij s_i s_j. To first order r² = 3 + 2q, with

q = s·(e s) − ζ s·u = Tr e + 2(1 − ζ) Σ_{i<j} e_ij s_i s_j.

At ζ = 1 shear would leave the bond lengths unchanged to this order. Expanding 3/r² = 1 − 2q/3 and 3/r⁴ = (1/3)(1 − 4q/3), and writing δr = r − s,

δT_ij = −(2/3)Vπ δ_ij Σ_s q + (W/3) Σ_s [s_i δr_j + δr_i s_j − (4/3) q s_i s_j].

The sums follow from Σ_s s_i = 0 and Σ_s s_i s_j = 4δ_ij:

Σ_s q = 4 Tr e, Σ_s s_i δr_j = 4e_ij, Σ_s q s_x² = 4 Tr e, Σ_s q s_x s_y = 8(1 − ζ)e_xy.

Therefore

δT_xx = −(8/3)Vπ Tr e + (W/3)[8e_xx − (16/3) Tr e],
δT_xy = (W/3)[8 − (32/3)(1 − ζ)] e_xy = (8W/9)(4ζ − 1) e_xy.

The valence matrix is V = −δT, up to a constant. Then l − m = −8W/3 and n = (8W/9)(1 − 4ζ). The mean of the three diagonal elements is [(8/3)Vπ + (8/9)W] Tr e. By part (c),

a = (8/9)(Vσ + 2Vπ) = 0.889 eV,
b = −(8/9)W = −2.222 eV,
d = (8/(9√3)) W (1 − 4ζ) = −1.796 eV.

The internal displacement matters: in this model d changes sign at ζ = 1/4, while a and b do not depend on ζ.

Take e_xx = −0.004, e_yy = −0.003, e_zz = 0.005, e_xy = 0.001, e_yz = −0.002, e_zx = 0.003. The differences are −0.001, −0.008 and 0.009, with squares adding to 1.46×10⁻⁴; the squared shears add to 1.4×10⁻⁵. Thus

R² = 3.605×10⁻⁴ + 0.452×10⁻⁴ = 4.057×10⁻⁴ eV², R = 0.0201 eV.

The common shift is 0.889 × (−0.002) = −0.0018 eV. The doublets lie at 0.0184 and −0.0219 eV relative to the unstrained k = 0 level, and the splitting is 0.0403 eV, or 0.00148 hartree.

For comparison, the dilation e_xx = e_yy = e_zz = 0.01 leaves the three orbitals of the bond model degenerate, whereas the copied dispersion of part (e) would give 2 × 2.222 × 0.03 = 0.133 eV.

**(g) When does the result fail? Compare it with all six valence states of the model for Δ = 0.3 eV.**

Solution. Strain also couples the quartet to the split-off doublet. The coupling is linear in strain, so second-order perturbation theory gives shifts of order (strain)²/Δ. Tetragonal strain shows their sign. By part (c) with l − m = 3b, the non-uniform part of V is −3bδ(L_z² − 2/3). Writing orbital L_z and spin, the two states with J_z = 1/2 are

J = 3/2: √(2/3)|0,↑⟩ + √(1/3)|1,↓⟩,
J = 1/2: √(1/3)|0,↑⟩ − √(2/3)|1,↓⟩.

The matrix element of L_z² between them is −√2/3, so the coupling is √2 bδ, of magnitude √2R. The quartet state is pushed up by about 2R²/Δ, whereas the ±3/2 states have no split-off partner of equal J_z and do not move. The splitting shrinks when the ±1/2 doublet is the lower one and grows when it is the upper one.

For the general strain of part (f), diagonalizing the six-state model gives 0.0377 eV, which is 0.0026 eV, or 6% of the formula's value, below the formula. With all strains reduced tenfold the difference is 2.4×10⁻⁵ eV, or 0.6%. The difference thus falls nearly as the square of the strain, as expected for a first-order result.

Two sources can be separated. Projecting the full, nonlinear bond matrix on J = 3/2 changes the formula's splitting by 3×10⁻⁶ eV for this strain. That value is small because the second-order terms happen nearly to cancel; in general the relative change is of the order of the strain. For tetragonal strain, with x = 1 + e_xx, z = 1 + e_zz and r² = 2x² + z², the projected splitting is (2/3)|T_zz − T_xx| = 8W|z² − x²|/r⁴; at e_xx = e_yy = −0.005, e_zz = 0.005 this is 0.0447 eV against the formula's 0.0444 eV, a change of 3×10⁻⁴ eV. For the strain of part (f), the rest of the difference between the six-state splitting and the formula, −0.0026 eV, is mixing with the split-off states. Raising Δ to 30 and then 60 eV gives mixing parts of −2.41×10⁻⁵ and −1.21×10⁻⁵ eV, which confirms the 1/Δ law when Δ is large.

The three-constant Hamiltonian therefore requires R ≪ Δ. When R is comparable with Δ, the six states must be treated together. The numerical check also compares the projected strain matrix of the bond model with H, element by element, for random strains.

Table of computed values

```
allowed couplings, rotations only: 4
allowed couplings, with time reversal: 3
V_sigma = 2.00 eV, V_pi = -0.50 eV
zeta = 0.60 (no unit), Delta = 0.30 eV
l = -3.5556 eV, m = 3.1111 eV, n = -3.1111 eV
a = 0.8889 eV, b = -2.2222 eV, d = -1.7962 eV
strain e_xx, e_yy, e_zz: -0.004 -0.003 0.005
strain e_xy, e_yz, e_zx: 0.001 -0.002 0.003
sum of squared diagonal differences: 1.460e-04
sum of squared shears: 1.400e-05
diagonal part of R^2: 3.6049e-04 eV^2
shear part of R^2: 4.5169e-05 eV^2
R = 0.020141 eV
common shift a Tr e = -0.001778 eV
upper doublet = 0.018363 eV
lower doublet = -0.021919 eV
splitting, formula = 0.040282 eV = 0.001480 hartree
strain x 1: six-state splitting 0.03772533 eV, minus formula -2.557e-03 eV
strain x 0.1: six-state splitting 0.00400403 eV, minus formula -2.419e-05 eV
strain x 0.01: six-state splitting 0.00040258 eV, minus formula -2.404e-07 eV
splitting, projected on J=3/2, full bonds = 0.040285 eV
part from bond nonlinearity = 0.000003 eV
part from split-off mixing = -0.002560 eV
mixing part at gap 30 eV = -2.4142e-05 eV
mixing part at gap 60 eV = -1.2067e-05 eV
tetragonal strain e_xx=e_yy=-0.005, e_zz=0.005: splitting 0.044444 eV
upper tetragonal doublet, mean J_z^2 = 2.2500
equal shears 0.005: splitting 0.031111 eV
dilation e_ii = 0.010: copied dispersion gives 0.133333 eV, bond model 0.000000 eV
```
